\section*{Kissinger Relation for a Single Silicidation Step and Its Ramp-Rate Shift, part 2}

A metal film on silicon is heated at the constant rate $\beta$, from $T_0=300$ K in the example, and turns into silicide. The question is what activation energy $E$ can be read from the temperature at which the conversion is fastest. Temperatures are in K, ramp rates in K/s and energies in eV. The converted fraction is $x$, and the rate constant is $k(T)=k_0e^{-\Theta/T}$ with $\Theta=E/k_B$ and constant $E$ and $k_0$. We write $y=\Theta/T$.

The model so far is first-order conversion: many independent regions, each waiting for one activated event, so that $dx/dt=k(1-x)$. The rate per kelvin, $r=dx/dT$, has a single peak at $T_p$, where $y=y_p$ and
\[
\frac{k(T_p)\,T_p^2}{\beta\Theta}=1 .
\]
The logarithm of this condition is the Kissinger relation,
\[
\ln\frac{\beta}{T_p^2}=\ln\frac{k_0}{\Theta}-\frac{\Theta}{T_p}.
\]
The Kissinger plot of $\ln(\beta/T_p^2)$ against $1/T_p$ therefore has the slope $-E/k_B$. For two ramps with peaks at $T_1$ and $T_2$,
\[
\ln\frac{\beta_2}{\beta_1}-2\ln\frac{T_2}{T_1}
=\Theta\left(\frac1{T_1}-\frac1{T_2}\right).
\]

For a film that starts unconverted, $-\ln(1-x)=\theta(T)$, with the thermal dose
\[
\theta(T)=\frac1\beta\int_0^T k(T')\,dT'
=\frac{k(T)\,T^2}{\beta\Theta}\,h(y),
\]
\[
h(y)=y^2e^y\int_y^\infty\frac{e^{-s}}{s^2}ds .
\]
Repeated integration by parts gave
\[
h(y)=1-\frac2y+\frac6{y^2}-R,\qquad 0<R<\frac{24}{y^3},
\]
so $h$ is a little below one when $y$ is large.

The example has $E=1.8$ eV, $k_0=10^{11}$ s$^{-1}$ and $\Theta=20888$ K, with ramps of 0.1, 1, 10 and 100 K/s. At 1 K/s, $T_p=731.1$ K, $y_p=28.57$ and $dT_p/d\ln\beta=T_p^2/(\Theta+2T_p)=23.9$ K. Formulas are checked by integrating the rate equation numerically in small temperature steps.

Q: I shall want a statement that does not rely on $y$ being large.

A: Then compare the integral $F(T)=\int_0^Te^{-\Theta/T'}dT'$ with two trial functions,
\begin{equation}
A=\frac{T^2}{\Theta}e^{-\Theta/T},\qquad
B=\frac{T^2}{\Theta+2T}e^{-\Theta/T}.
\end{equation}
All three vanish as $T\to0$, and $F'=e^{-\Theta/T}$. The product rule gives
\begin{align}
A'&=\left(1+\frac{2T}{\Theta}\right)e^{-\Theta/T}>F',\\
B'&=\left[\frac{2T\Theta+2T^2}{(\Theta+2T)^2}+\frac{\Theta}{\Theta+2T}\right]e^{-\Theta/T}\nonumber\\
&=\frac{\Theta^2+4T\Theta+2T^2}{\Theta^2+4T\Theta+4T^2}\,e^{-\Theta/T}<F'.
\end{align}
Hence $B<F<A$. But $F/A=h$ and $B/A=\Theta/(\Theta+2T)=y/(y+2)$, so for every $y>0$
\begin{equation}
\frac{y}{y+2}<h(y)<1 .
\end{equation}

Q: Now the conversion at the peak, please.

A: At $T_p$ the factor in front of $h$ in the dose is one. Therefore $\theta(T_p)=h(y_p)$ and
\begin{equation}
x_p=1-e^{-h(y_p)} .
\end{equation}
At 1 K/s, $h=0.9365$ and $x_p=1-e^{-0.9365}=0.608$, which the numerical integration confirms. As $y_p\to\infty$ the value tends to $1-1/e=0.632$. If a fraction $x_0$ was converted beforehand, the unconverted part at the peak is $(1-x_0)e^{-h(y_p)}$, while $T_p$ stays put.

Q: Enough of independent regions. My silicide is a flat layer between metal and silicon, and it thickens until the metal is gone. What becomes of your $1-x$?

A: It disappears. Let $L$ be the thickness of the silicide and $L_f$ its final thickness, so that $x=L/L_f$, and let a single silicide phase grow. If the reaction at the interface sets the pace, $dL/dt=v(T)$, a speed independent of thickness. If diffusion through the silicide sets the pace, the flux is inversely proportional to the thickness and $dL/dt=K(T)/(2L)$, that is, $d(L^2)/dt=K(T)$. Dividing by $L_f$ or $L_f^2$ puts both in one form,
\begin{equation}
\frac{d(x^p)}{dt}=k(T)\quad\text{until }x=1,\qquad
p=\begin{cases}1&\text{interface control},\\2&\text{diffusion control},\end{cases}
\end{equation}
with $k=v/L_f$ or $k=K/L_f^2$. We assume again that $k=k_0e^{-\Theta/T}$. The prefactor $k_0$ now contains the final thickness, as $L_f^{-p}$.

Q: Nothing in that law depletes. Where is the peak?

A: At the moment when the metal runs out. For $p=1$ this is plain: the rate is $k(T)$, which rises until growth stops. For $p=2$ the thickening layer slows its own growth, so an argument is needed. The rate per kelvin is $r=k/(2\beta x)$, and
\begin{equation}
\frac{d\ln r}{dT}=\frac{\Theta}{T^2}-\frac1x\frac{dx}{dT}
=\frac{\Theta}{T^2}-\frac{k}{2\beta x^2}.
\end{equation}
Let the ramp start at $T_0$ with a thin layer $x_0$. Integrating the growth law gives $x^2=x_0^2+\theta(T)-\theta(T_0)$. If $x_0^2\ge\theta(T_0)$, then $x^2\ge\theta(T)$, and the formula for the dose yields
\begin{equation}
\frac{k}{2\beta x^2}\le\frac{k}{2\beta\theta}=\frac{\Theta}{2hT^2},
\qquad
\frac{d\ln r}{dT}\ge\frac{\Theta}{T^2}\left(1-\frac1{2h}\right).
\end{equation}
This is positive when $h>\tfrac12$, and the lower bound on $h$ guarantees that for $y\ge2$. In the example $y$ is above 24 at every peak and larger still before it. The rate therefore climbs up to consumption and then drops to zero.

Q: And if there is no starting layer?

A: Then the diffusion law gives an infinite rate at zero thickness. The spike contains very little material, and it marks a failure of the law: a vanishing layer offers no resistance to diffusion, so some other process must limit the rate there. The condition on $x_0$ is very mild, since $\theta(T_0)$ is of order $10^{-19}$ at 1 K/s. In the example the starting layer has 1\,\% of the final thickness.

Q: So the peak is now an end point, and your derivation from a vanishing derivative is worthless. Does the Kissinger relation survive?

A: Nearly, but for a different reason. Consumption at the temperature $T_c$ requires a fixed dose. Neglecting $\theta(T_0)$,
\begin{equation}
\frac{k(T_c)\,T_c^2}{\beta\Theta}\,h(y_c)=c,\qquad c=1-x_0^p,\quad y_c=\frac{\Theta}{T_c}.
\end{equation}
Solve for $\beta/T_c^2$ and take the logarithm:
\begin{equation}
\ln\frac{\beta}{T_c^2}=\ln\frac{k_0}{c\,\Theta}-\frac{\Theta}{T_c}+\ln h(y_c).
\end{equation}
The new term $\ln h$ is small and varies slowly. The first-order peak needs $kT^2/(\beta\Theta)=1$, while the layer needs $kT^2/(\beta\Theta)=c/h$, which is also close to one if the starting layer is thin and $y_c$ is large. With the same $E$ and $k_0$ the two temperatures then lie close together.

Q: How close?

A: Going from $T_p$ to $T_c$ at fixed $\beta$, $\ln(kT^2)$ must increase by $\ln(c/h)$. Its derivative is $\Theta/T^2+2/T=(\Theta+2T)/T^2$, so to leading order
\begin{equation}
T_c-T_p\approx\frac{T_p^2}{\Theta+2T_p}\,\ln\frac{c}{h}.
\end{equation}
At 1 K/s and $p=2$, $c=0.9999$ and $h=0.936$ give $\ln(c/h)=0.066$, and the estimate is $23.9\times0.066=1.6$ K. Numerical integration of the layer growth gives $T_c=732.7$ K, which is 1.6 K above $T_p$. Under interface control the same starting layer leaves $c=0.99$, and consumption comes slightly earlier, at 732.4 K.

Q: Closeness at one ramp rate does not make the slope right. What energy would I read from the plot?

A: Define the apparent energy by the local slope,
\begin{equation}
E_{\text{app}}=-k_B\,\frac{d\ln(\beta/T_c^2)}{d(1/T_c)} .
\end{equation}
Because $1/T_c=y_c/\Theta$, a derivative with respect to $1/T_c$ is $\Theta$ times a derivative with respect to $y_c$. The starting fraction is held fixed, so $c$ does not contribute, and
\begin{equation}
E_{\text{app}}=-k_B\Theta\left(-1+\frac{h'}{h}\right)=E\left(1-\frac{h'}{h}\right).
\end{equation}
For $h'$, differentiate $h=y^2e^y\int_y^\infty e^{-s}s^{-2}ds$. The factor $y^2e^y$ gives $(2/y+1)h$. The lower limit of the integral gives $-y^2e^y\,e^{-y}/y^2=-1$. Thus
\begin{equation}
h'=h\left(1+\frac2y\right)-1,\qquad
E_{\text{app}}=E\left(\frac1{h(y_c)}-\frac2{y_c}\right).
\end{equation}

Q: Is that above or below the true energy?

A: Below. The bound $h>y/(y+2)$ is the same as $h(1+2/y)>1$, so $h'>0$ and $E_{\text{app}}<E$. For the size at large $y$, invert the expansion of $h$ to second order:
\begin{equation}
\frac1h\approx1+\left(\frac2y-\frac6{y^2}\right)+\left(\frac2y\right)^2
=1+\frac2y-\frac2{y^2},\qquad
E_{\text{app}}\approx E\left(1-\frac2{y_c^2}\right).
\end{equation}
The terms in $1/y$ cancel, which is why the plot works so well for layers. At 1 K/s, $y_c=28.51$, and the full formula gives $E_{\text{app}}=1.796$ eV, or 0.22\,\% below $E$. The leading estimate is 0.25\,\%. The slope from two integrated consumption temperatures on either side of 1 K/s agrees with the full formula. A line through all four ramps also gives 1.796 eV.

Q: Then the plot cannot tell me whether I have independent regions or a layer.

A: Not from its slope. In this example the difference is a few thousandths of the energy. That figure assumes a constant prefactor. The parabolic constant of a real layer usually carries the driving force as $\Delta G/k_BT$, and a prefactor proportional to $T^n$ shifts the apparent energy by about $nk_BT_c$, which for $n=-1$ is $-0.063$ eV or $-3.5$\,\% here, far more than the difference between the two models. Other evidence separates the models. The first-order rate has a smooth maximum with 39\,\% of the film still unconverted, while the layer model ends abruptly with none left. Thickness is another test, provided that the rate constant of the independent regions does not depend on it. For the layer it matters: in the condition for consumption $k_0$ and $\beta$ appear only as the ratio $k_0/\beta$, and $k_0$ is proportional to $L_f^{-p}$. At fixed $x_0$, doubling the final thickness therefore has the same effect as raising the ramp rate by the factor $2^p$.

Q: How many kelvin is that?

A: Consumption means $k_0F(T_c)/\beta=c$, so $\ln\beta=\ln F(T_c)+\text{const}$. With $F'/F=e^{-\Theta/T}/F=\Theta/(hT^2)$,
\begin{equation}
\frac{dT_c}{d\ln\beta}=\frac{h(y_c)\,T_c^2}{\Theta}
=\frac{0.936\times(732.7)^2}{20888}\ \text{K}=24\ \text{K}
\end{equation}
at 1 K/s. This is almost the first-order shift. Doubling the thickness changes the effective $\ln\beta$ by $p\ln2$. By this local slope, $T_c$ rises by about 17 K under interface control and about 33 K under diffusion control. The slope grows with temperature, so the full shift in the second case is about 35 K.

Q: My last doubt concerns the constant $E$. A nucleation barrier depends on temperature through the driving force. Does everything collapse?

A: For first-order conversion it changes in a controlled way. Let $k(T)$ be any smooth increasing function, and define a local energy $\mathcal E(T)=k_BT^2\,d\ln k/dT$. The rate is stationary where $\beta\,d\ln k/dT=k$, that is, where $\beta\mathcal E/(k_BT_p^2)=k(T_p)$. If this is the observed maximum, then
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln k(T_p)-\ln\frac{\mathcal E(T_p)}{k_B}.
\end{equation}
Now use $d/d(1/T)=-T^2\,d/dT$. The first term contributes $-\mathcal E/k_B$ to the slope, and the energy read from the local slope is
\begin{equation}
-k_B\frac{d\ln(\beta/T_p^2)}{d(1/T_p)}
=\mathcal E-k_BT_p\,\frac{d\ln\mathcal E}{d\ln T}\bigg|_{T_p}.
\end{equation}
The plot then gives the local energy near the peak, with a correction of order $k_BT_p$ times the logarithmic slope of $\mathcal E$. That energy need not be the height of any one barrier, and the plot may curve. Near the temperature at which the driving force vanishes, a nucleation barrier changes quickly with $T$; the local energy can then be several times the barrier itself, and the correction need not be small.

Q: And when should I not trust the plot at all?

A: When the observed peak does not belong to one step. If two silicide phases form in overlapping temperature ranges, the maximum of the summed rate in general obeys neither peak condition. If the regions have a narrow spread of activation energies about one mean, the plot can still look straight and return a single number, so it does not reveal the spread. The thermometer matters too. Suppose the film lags behind the recorded temperature by a small amount proportional to $\beta$, as it does when the delay is a fixed time. The fast ramps then show peaks that are too high, the recorded shift is too large, and the two-ramp formula returns too small an energy: its left side, $\ln(\beta_2/\beta_1)-2\ln(T_2/T_1)$, is reduced while $1/T_1-1/T_2$ is increased. Nor is a straight line enough to establish the model: the flat layer with a single controlling step, a constant prefactor and large $y_c$ also gives a nearly straight one, with an energy slightly below $E$. If interface reaction and diffusion limit the growth together, with different energies, the plot can curve and its slope belongs to neither step. The values for all four ramps are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
activation energy E: 1.800 eV = 0.06615 hartree
prefactor k0: 1.00e+11 1/s
Theta = E/kB: 20888.13 K
ramp start: 300 K, integration step: 0.1 K
First-order step
ramp 0.1 K/s: Tp closed 679.783 K, integrated 679.783 K
   = 406.6 C; yp 30.728, h 0.9406, xp closed 0.6096, integrated 0.6096
   1000/Tp 1.47106 1/K, ln(beta/Tp^2) -15.3461 (K, s)
ramp 1 K/s: Tp closed 731.105 K, integrated 731.105 K
   = 458.0 C; yp 28.571, h 0.9365, xp closed 0.6080, integrated 0.6080
   1000/Tp 1.36779 1/K, ln(beta/Tp^2) -13.1891 (K, s)
ramp 10 K/s: Tp closed 790.492 K, integrated 790.492 K
   = 517.3 C; yp 26.424, h 0.9318, xp closed 0.6062, integrated 0.6062
   1000/Tp 1.26504 1/K, ln(beta/Tp^2) -11.0427 (K, s)
ramp 100 K/s: Tp closed 859.945 K, integrated 859.945 K
   = 586.8 C; yp 24.290, h 0.9264, xp closed 0.6040, integrated 0.6040
   1000/Tp 1.16286 1/K, ln(beta/Tp^2) -8.9086 (K, s)
peak shift 0.1 to 1 K/s: 51.32 K
peak shift 1 to 10 K/s: 59.39 K
peak shift 10 to 100 K/s: 69.45 K
Tp at 1 K/s, 40 % converted at start: 731.105 K
dTp/dln(beta) at 1 K/s: formula 23.915 K, integrated 23.916 K
same, per decade of ramp rate: 55.07 K
1 to 100 K/s: linear estimate 110.13 K, full shift 128.84 K
Kissinger plot: E 1.80000 eV, k0 1.0000e+11 1/s
plot without Tp^2: E 1.9314 eV, excess 7.30 %
2 kB Tp at 1 K/s: 0.1260 eV
Planar layer, same E and k0
starting layer x0: 0.01 of final thickness
diffusion control, 0.1 K/s: Tc 681.059 K, integrated 681.059 K, Tc - Tp 1.28 K
diffusion control, 1 K/s: Tc 732.679 K, integrated 732.679 K, Tc - Tp 1.57 K
diffusion control, 10 K/s: Tc 792.463 K, integrated 792.463 K, Tc - Tp 1.97 K
diffusion control, 100 K/s: Tc 862.455 K, integrated 862.455 K, Tc - Tp 2.51 K
interface control, 1 K/s: Tc 732.440 K
diffusion control, 1 K/s: yc 28.509, h 0.9363
local apparent E at 1 K/s: formula 1.79609 eV, integrated 1.79609 eV
local error of E: -0.217 %, estimate -2/yc^2: -0.246 %
Kissinger plot over all four ramps: E 1.79576 eV
\end{verbatim}
